# QSGW Modes A and B on an Asymmetric Hubbard Dimer: verification in Python

```python
"""QSGW mode A against mode B for the asymmetric Hubbard dimer.

Result under test: with midgap Fermi level, mode A has an off-diagonal
self-energy larger than mode B by (2*Omega+gap)^2 / (4*Omega*(Omega+gap)),
and its self-consistent site occupation is more even. Both solutions lie on
one common curve gap(C), so the gaps differ only through the orbitals.

Symbols (energies in units of the hopping t = 1):
  U      on-site repulsion;  delta  site-energy difference, site 1 is lower
  C, S   cos and sin of twice the mixing angle; n1 = 1 + C, n2 = 1 - C
  gap    antibonding minus bonding quasiparticle energy
  Omega  pole of the RPA screened interaction; g2  its squared coupling
  mode A: off-diagonal = mean of Sigma_ab at the two orbital energies
  mode B: off-diagonal = Sigma_ab at the Fermi level
"""
import numpy as np
from scipy.optimize import brentq

T = 1.0
nodes, weights = np.polynomial.legendre.leggauss(80)
ANGLES = (nodes + 1) * np.pi / 4
ANGLE_WEIGHTS = weights * np.pi / 4


# ---------- matrix route: Sigma from G and W by frequency quadrature ----------
def orbitals(h):
    eps, orb = np.linalg.eigh(h)
    orb = orb.copy()
    if orb[0, 0] < 0:
        orb[:, 0] *= -1
    if orb[1, 1] < 0:
        orb[:, 1] *= -1
    return eps, orb


def chi0(y, eps, orb):
    """Spin-summed independent-particle response at imaginary frequency iy."""
    rho = orb[:, 0] * orb[:, 1]
    gap = eps[1] - eps[0]
    factor = -4 * gap / (np.asarray(y)**2 + gap**2)
    return factor[:, None, None] * np.outer(rho, rho)


def sigma_c(energy, eps, orb, U):
    """Correlation self-energy in the orbital basis, energy within the gap.

    The imaginary-axis integral of G*(W-v) uses y = |energy-eps_n| tan(angle);
    at a gap edge this gives the limit taken from inside the gap.
    """
    site_sigma = np.zeros((2, 2))
    for n, sign in ((0, 1.0), (1, -1.0)):
        y = abs(energy - eps[n]) * np.tan(ANGLES)
        w = U * np.linalg.inv(np.eye(2) - U * chi0(y, eps, orb))
        integral = np.einsum('q,qij->ij', ANGLE_WEIGHTS, w - U * np.eye(2))
        site_sigma -= sign / np.pi * np.outer(orb[:, n], orb[:, n]) * integral
    return orb.T @ site_sigma @ orb


def qsgw(U, delta, mode, fermi_fraction=0.0):
    """Self-consistent solution; fermi_fraction = -1, 0, 1 is bottom, middle
    and top of the gap. Mode 'HF' leaves out correlation."""
    h0 = np.array([[-delta / 2, -T], [-T, delta / 2]])
    h = h0.copy()
    for _ in range(1000):
        eps, orb = orbitals(h)
        density = 2 * orb[:, 0]**2
        v = np.zeros((2, 2))
        if mode != 'HF':
            s_b = sigma_c(eps[0], eps, orb, U)
            s_a = sigma_c(eps[1], eps, orb, U)
            if mode == 'A':
                off = (s_a[0, 1] + s_b[0, 1]) / 2
            else:
                fermi = eps.mean() + fermi_fraction * (eps[1] - eps[0]) / 2
                off = sigma_c(fermi, eps, orb, U)[0, 1]
            v = np.array([[s_b[0, 0], off], [off, s_a[1, 1]]])
        new = h0 + np.diag(U * density / 2) + orb @ v @ orb.T
        change = np.abs(new - h).max()
        h = 0.5 * h + 0.5 * new
        if change < 1e-11:
            break
    assert change < 1e-11, "self-consistency not reached"
    return {'gap': eps[1] - eps[0], 'n1': density[0], 'n2': density[1],
            'C': density[0] - 1, 'mid': eps.mean(), 'off': v[0, 1]}


# ---------- derived scalar formulas ----------
def pole(C, gap, U):
    S = np.sqrt(1 - C**2)
    omega = np.sqrt(gap**2 + 2 * U * gap * S**2)
    return S, omega, U**2 * S**2 * gap / (2 * omega)


def gap_residual(gap, C, U, delta):
    S, om, g2 = pole(C, gap, U)
    return ((delta - U * C) * C + 2 * T * S
            + 2 * g2 * (S**2 / (om + gap) - C**2 / om) - gap)


def gap_curve(C, U, delta):
    return brentq(gap_residual, 1e-9, 50, args=(C, U, delta), xtol=1e-13)


def off_size(C, gap, U, mode):
    S, om, g2 = pole(C, gap, U)
    if mode == 'A':
        return g2 * S * C * (2 * om + gap) / (om * (om + gap))
    return 4 * g2 * S * C / (2 * om + gap)


def rotation_residual(C, U, delta, mode):
    gap = gap_curve(C, U, delta)
    S = np.sqrt(1 - C**2)
    return (delta - U * C) * S / 2 - T * C - off_size(C, gap, U, mode)


# ---------- exact diagonalization in Fock space ----------
def exact(U, delta):
    lower, parity, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    c = []
    for k in range(4):                      # 1up, 2up, 1down, 2down
        op = np.eye(1)
        for m in range(4):
            op = np.kron(op, parity if m < k else lower if m == k else one)
        c.append(op)
    n = [op.T @ op for op in c]
    hop = c[0].T @ c[1] + c[2].T @ c[3]
    h = (delta / 2 * (n[1] + n[3] - n[0] - n[2]) - T * (hop + hop.T)
         + U * (n[0] @ n[2] + n[1] @ n[3]))
    count = np.rint(np.diag(sum(n))).astype(int)
    energy = {}
    for electrons in (1, 2, 3):
        idx = np.flatnonzero(count == electrons)
        e, vec = np.linalg.eigh(h[np.ix_(idx, idx)])
        energy[electrons] = e[0]
        if electrons == 2:
            n1 = np.diag(n[0] + n[2])[idx] @ vec[:, 0]**2
    return energy[3] + energy[1] - 2 * energy[2], n1


# Response function against a finite change of the potential on site 1.
h_test = np.array([[-0.7, -1.0], [-1.0, 0.9]])
step = 1e-4
shift = np.diag([step, 0.0])
dens = [2 * orbitals(h_test + s * shift)[1][:, 0]**2 for s in (1, -1)]
response = (dens[0] - dens[1]) / (2 * step)
assert np.allclose(response, chi0(np.array([0.0]), *orbitals(h_test))[0][:, 0], atol=1e-7)

# Self-energy formulas against quadrature for random orbitals and repulsions.
rng = np.random.default_rng(4)
for _ in range(25):
    d, tau, U_r = rng.uniform(0.3, 5), rng.uniform(0.4, 2), rng.uniform(0.5, 6)
    eps, orb = orbitals(np.array([[-d / 2, -tau], [-tau, d / 2]]))
    gap, C = eps[1] - eps[0], 2 * orb[0, 0]**2 - 1
    S, om, g2 = pole(C, gap, U_r)
    A = om + gap / 2
    for x in np.array([-0.5, -0.2, 0.0, 0.35, 0.5]) * gap:
        numeric = sigma_c(eps.mean() + x, eps, orb, U_r)[0, 1]
        assert abs(numeric + 2 * g2 * S * C * A / (A**2 - x**2)) < 1e-9
    s_b, s_a = (sigma_c(e, eps, orb, U_r) for e in eps)
    diagonal = g2 * (S**2 / (om + gap) - C**2 / om)
    assert abs(s_a[1, 1] - diagonal) < 1e-9 and abs(s_b[0, 0] + diagonal) < 1e-9
    ratio = (s_a[0, 1] + s_b[0, 1]) / 2 / sigma_c(eps.mean(), eps, orb, U_r)[0, 1]
    assert abs(ratio - (2 * om + gap)**2 / (4 * om * (om + gap))) < 1e-8
    assert 1 < ratio < 9 / 8

# Noninteracting limit and the symmetric dimer.
free_gap, free_n1 = exact(0.0, 6.0)
free = qsgw(0.0, 6.0, 'A')
assert abs(free_gap - free['gap']) < 1e-9 and abs(free_n1 - free['n1']) < 1e-9
sym_A, sym_B = qsgw(4.0, 0.0, 'A'), qsgw(4.0, 0.0, 'B')
assert abs(sym_A['gap'] - sym_B['gap']) < 1e-9 and abs(sym_A['n1'] - 1) < 1e-9

# Self-consistent solutions: matrix iteration against the scalar equations.
DELTA = 6.0
C_grid = np.linspace(0, 0.995, 200)
gap_grid = np.linspace(1e-3, 20, 3000)
series = {}
for U in (1.0, 2.0, 3.0, 4.0):
    for C in C_grid[::10]:                  # one gap for each C
        signs = np.sign(gap_residual(gap_grid, C, U, DELTA))
        assert np.count_nonzero(np.diff(signs)) == 1
    for mode in 'AB':
        values = [rotation_residual(C, U, DELTA, mode) for C in C_grid]
        assert np.count_nonzero(np.diff(np.sign(values))) == 1
        root = brentq(rotation_residual, 0, 0.9999, args=(U, DELTA, mode), xtol=1e-13)
        result = qsgw(U, DELTA, mode)
        assert abs(result['C'] - root) < 1e-8
        assert abs(result['gap'] - gap_curve(root, U, DELTA)) < 1e-8
        assert abs(result['mid'] - U / 2) < 1e-8
        series[U, mode] = result
    assert series[U, 'A']['n1'] < series[U, 'B']['n1']

# Main example.
U = 4.0
a, b = series[U, 'A'], series[U, 'B']
hf = qsgw(U, DELTA, 'HF')
exact_gap, exact_n1 = exact(U, DELTA)
edges = [qsgw(U, DELTA, 'B', f) for f in (-1.0, 1.0)]
half = qsgw(U, DELTA, 'B', 0.5)
for edge in edges:
    assert abs(edge['gap'] - a['gap']) < 1e-8 and abs(edge['n1'] - a['n1']) < 1e-8
assert a['n1'] < half['n1'] < b['n1']

off_A_at_B = off_size(b['C'], b['gap'], U, 'A')
off_B_at_B = off_size(b['C'], b['gap'], U, 'B')
dc = 1e-4
R_slope = (rotation_residual(b['C'] + dc, U, DELTA, 'A')
           - rotation_residual(b['C'] - dc, U, DELTA, 'A')) / (2 * dc)
newton_shift = (off_A_at_B - off_B_at_B) / R_slope
true_shift = a['C'] - b['C']
assert abs(newton_shift / true_shift - 1) < 0.03   # one Newton step, second-order error
gap_slope = (gap_curve(b['C'] + dc, U, DELTA) - gap_curve(b['C'] - dc, U, DELTA)) / (2 * dc)

print(f"hopping t = {T:.1f} (energy unit), U = {U:.1f} t, Delta = {DELTA:.1f} t")
print(f"midgap Fermi level: A {a['mid']:.6f} t, B {b['mid']:.6f} t")
for name, r in (('A', a), ('B', b)):
    S, om, g2 = pole(r['C'], r['gap'], U)
    print(f"mode {name}: gap = {r['gap']:.6f} t")
    print(f"mode {name}: n1 = {r['n1']:.6f}, n2 = {r['n2']:.6f} electrons")
    print(f"mode {name}: C = {r['C']:.6f}, S = {S:.6f}")
    print(f"mode {name}: Omega = {om:.6f} t, g2 = {g2:.6f} t^2")
    print(f"mode {name}: off-diagonal Sigma_ab = {r['off']:.6f} t")
print(f"gap difference A - B = {a['gap'] - b['gap']:.6f} t")
print(f"relative gap difference = {100 * (a['gap'] / b['gap'] - 1):.4f} percent of B")
print(f"n1 difference A - B = {a['n1'] - b['n1']:.6f} electrons")
print(f"n2 difference A - B = {a['n2'] - b['n2']:.6f} electrons")
print("with the orbitals and gap of the mode B solution:")
print(f"  |O_A| = {off_A_at_B:.6f} t, |O_B| = {off_B_at_B:.6f} t")
print(f"  |O_A|/|O_B| = {off_A_at_B / off_B_at_B:.6f}")
print(f"  slope of R_A along the curve = {R_slope:.5f} t")
print(f"  Newton estimate of C_A - C_B = {newton_shift:.6f}")
print(f"  slope of gap(C) = {gap_slope:.5f} t")
print(f"  estimated gap difference = {gap_slope * newton_shift:.6f} t")
print("mode B with another Fermi level:")
print(f"  halfway from midgap to top: gap {half['gap']:.6f} t, n1 {half['n1']:.6f}")
print(f"  bottom of gap: gap {edges[0]['gap']:.6f} t, n1 {edges[0]['n1']:.6f}")
print(f"  top of gap: gap {edges[1]['gap']:.6f} t, n1 {edges[1]['n1']:.6f}")
print(f"Hartree-Fock: gap = {hf['gap']:.6f} t, n1 = {hf['n1']:.6f} electrons")
print(f"exact: gap = {exact_gap:.6f} t, n1 = {exact_n1:.6f} electrons")
for name, r in (('A', a), ('B', b)):
    print(f"mode {name} minus exact: gap {r['gap'] - exact_gap:.6f} t, "
          f"n1 {r['n1'] - exact_n1:.6f}")
print(f"symmetric dimer, U = 4 t: gap A {sym_A['gap']:.6f} t, B {sym_B['gap']:.6f} t")
print("series at Delta = 6 t: U/t, gap A, gap B, gap A-B (t), n1 A-B")
for u in (1.0, 2.0, 3.0, 4.0):
    p, q = series[u, 'A'], series[u, 'B']
    print(f"  {u:.0f}  {p['gap']:.5f}  {q['gap']:.5f}  "
          f"{p['gap'] - q['gap']:.6f}  {p['n1'] - q['n1']:.6f}")
print("done: every assertion held")
```

Printed output:

```
hopping t = 1.0 (energy unit), U = 4.0 t, Delta = 6.0 t
midgap Fermi level: A 2.000000 t, B 2.000000 t
mode A: gap = 3.455101 t
mode A: n1 = 1.703087, n2 = 0.296913 electrons
mode A: C = 0.703087, S = 0.711104
mode A: Omega = 5.090660 t, g2 = 2.745635 t^2
mode A: off-diagonal Sigma_ab = -0.430289 t
mode B: gap = 3.425012 t
mode B: n1 = 1.710666, n2 = 0.289334 electrons
mode B: C = 0.710666, S = 0.703530
mode B: Omega = 5.029164 t, g2 = 2.696628 t^2
mode B: off-diagonal Sigma_ab = -0.399974 t
gap difference A - B = 0.030089 t
relative gap difference = 0.8785 percent of B
n1 difference A - B = -0.007579 electrons
n2 difference A - B = 0.007579 electrons
with the orbitals and gap of the mode B solution:
  |O_A| = 0.427562 t, |O_B| = 0.399974 t
  |O_A|/|O_B| = 1.068976
  slope of R_A along the curve = -3.62316 t
  Newton estimate of C_A - C_B = -0.007614
  slope of gap(C) = -4.01687 t
  estimated gap difference = 0.030586 t
mode B with another Fermi level:
  halfway from midgap to top: gap 3.432246 t, n1 1.708860
  bottom of gap: gap 3.455101 t, n1 1.703087
  top of gap: gap 3.455101 t, n1 1.703087
Hartree-Fock: gap = 3.409037 t, n1 = 1.809822 electrons
exact: gap = 3.208183 t, n1 = 1.768075 electrons
mode A minus exact: gap 0.246917 t, n1 -0.064988
mode B minus exact: gap 0.216828 t, n1 -0.057409
symmetric dimer, U = 4 t: gap A 2.960558 t, B 2.960558 t
series at Delta = 6 t: U/t, gap A, gap B, gap A-B (t), n1 A-B
  1  5.43177  5.43171  0.000064  -0.000089
  2  4.55663  4.55556  0.001065  -0.000862
  3  3.79149  3.78126  0.010229  -0.004228
  4  3.45510  3.42501  0.030089  -0.007579
done: every assertion held
```
